\section*{Radical dose for plasma deposition in deep holes: quadratic and exponential regimes, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a flat surface to a deep hole}

\subsection{The error in scaling by the square}

Suppose that a plasma-enhanced deposition step coats holes thirty times deeper than they are wide with an exposure of 18.4 s. The next design has the same hole diameter and twice the depth. If the required exposure grew as the square of the aspect ratio, 74 s would suffice. For the model parameters used below, the requirement is about 210 s. At 74 s the lower part of the hole does not reach its target coverage, although a flat monitor wafer looks perfect.

The missing process is recombination. A radical such as atomic oxygen can meet another oxygen atom on the wall and leave as a molecule, which in this model no longer reacts. This loss continues after the wall has been coated. The upper part of the hole therefore never becomes a lossless pipe that feeds the lower part.

The model has one species of neutral radical and a straight round hole of diameter $d$ and depth $L$, with aspect ratio $a=L/d$. Radicals arrive at the mouth from all directions, as from an isotropic gas. They cross the hole without colliding in the gas, and they leave the wall with the cosine distribution of diffuse emission, without memory of how they arrived.

\subsection{First case: a flat surface}

Let $\Gamma$ be the number of radicals striking unit area per unit time, and let $\theta$ be the fraction of the surface that has reacted. A radical striking the surface reacts with probability $s(1-\theta)$ and recombines with probability $r$. The constant $s$ is the reaction probability on a bare surface, and $r$ is taken to be the same on bare and reacted surface. If $N_0$ radicals per unit area are consumed by complete reaction, counting reactions gives
\begin{equation}
N_0\frac{\partial\theta}{\partial t}=s\Gamma(1-\theta).
\label{eq:coverage}
\end{equation}
Recombination does not appear here because it consumes no surface sites.

Define the normalized dose as the number of radicals that have struck unit area, divided by $N_0$:
\begin{equation}
\phi(t)=\frac{1}{N_0}\int_0^t\Gamma(t')\,dt' .
\end{equation}
Then $d\phi=\Gamma\,dt/N_0$, and equation (\ref{eq:coverage}) becomes $d\theta/(1-\theta)=s\,d\phi$. Integration from a clean surface, $\theta=0$ at $\phi=0$, gives $-\ln(1-\theta)=s\phi$, or
\begin{equation}
\theta=1-e^{-s\phi}.
\label{eq:theta}
\end{equation}
The flux may vary in time in any way; coverage depends on its integral. For small dose, $\theta\simeq s\phi$, as it should be when almost all sites are free. The dose needed for a coverage $\theta_b$ is
\begin{equation}
\phi_b=-\frac{\ln(1-\theta_b)}{s}.
\label{eq:phib}
\end{equation}
In a hole, the same relation holds at each point of the wall, with the local dose. The subscript $b$ will denote the bottom, where the target coverage is imposed. What remains is to find the mouth dose $\phi_0$ that delivers $\phi_b$ there.

\subsection{How far a radical moves between wall hits}

Measure distance along the axis in hole diameters. At the point of emission, let $\vartheta$ be the angle between the flight direction and the axis, and let $\psi$ be the angle between the transverse part of the direction and the inward normal. The component along the normal is $\sin\vartheta\cos\psi$. The cosine law therefore assigns to the solid angle $\sin\vartheta\,d\vartheta\,d\psi$ the probability
\begin{equation}
dP=\frac{1}{\pi}\sin^2\vartheta\cos\psi\,d\vartheta\,d\psi,
\qquad 0<\vartheta<\pi,\quad -\frac{\pi}{2}<\psi<\frac{\pi}{2}.
\end{equation}
Its integral is $(1/\pi)(\pi/2)(2)=1$.

In the circular cross-section, a chord at angle $\psi$ to the normal has length $d\cos\psi$. This is the transverse part of the flight, so the full path is $d\cos\psi/\sin\vartheta$. Its axial part, in diameters, is
\begin{equation}
\xi=\cos\psi\cot\vartheta.
\end{equation}
Upward and downward hops are equally likely, so the mean hop is zero. The mean square is
\begin{align}
\langle\xi^2\rangle
&=\frac{1}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi
\int_0^\pi\sin^2\vartheta\cot^2\vartheta\,d\vartheta \nonumber\\
&=\frac{1}{\pi}\left(\frac43\right)\int_0^\pi\cos^2\vartheta\,d\vartheta
=\frac{1}{\pi}\left(\frac43\right)\left(\frac{\pi}{2}\right)=\frac23 .
\label{eq:hop}
\end{align}

The fourth moment behaves differently. Its angular integral contains $\sin^2\vartheta\cot^4\vartheta=\cos^4\vartheta/\sin^2\vartheta$, which diverges for directions nearly parallel to the axis. Rare, very long flights are thus common enough to spoil an expansion carried to fourth order. At moderate depth they matter little. At extreme depth they take over, as the second half shows.

\subsection{Second case: a coated hole with recombination}

Let the wall be completely reacted, so that recombination is the remaining loss. Let $x$ be the depth below the mouth in diameters, and let $K(\xi)$ be the probability density of an axial hop $\xi$. Away from the ends, the radicals striking the wall at $x$ are those that left the wall elsewhere:
\begin{equation}
\Gamma(x)=(1-r)\int K(\xi)\,\Gamma(x-\xi)\,d\xi .
\end{equation}
If $\Gamma$ varies slowly over a typical hop, expand it to second order. The first-order term vanishes by symmetry, and equation (\ref{eq:hop}) gives
\begin{equation}
\Gamma\simeq(1-r)\left(\Gamma+\frac12\langle\xi^2\rangle\Gamma''\right)
=(1-r)\left(\Gamma+\frac13\Gamma''\right).
\end{equation}
Subtracting $(1-r)\Gamma$ leaves $r\Gamma=(1-r)\Gamma''/3$. For $r\ll1$ this becomes
\begin{equation}
\Gamma''=\kappa^2\Gamma,\qquad \kappa=\sqrt{3r}.
\label{eq:kappa}
\end{equation}
A radical survives about $1/r$ wall hits. Its random walk spreads in proportion to the square root of that number, which is why the decay length $1/\kappa$ varies as $r^{-1/2}$.

To fix the condition at the bottom, consider the net downward flow $J$ per unit cross-sectional area. A slice of thickness $dx$ in diameters has wall area $\pi d(d\,dx)=4\,dx$ times the cross-section $\pi d^2/4$. The flow lost in the slice is therefore
\begin{equation}
-\frac{dJ}{dx}=4r\Gamma=\frac43\Gamma'' .
\end{equation}
Integration gives $J=-(4/3)\Gamma'$. The integration constant is zero because a uniform flux carries no net flow. If the loss on the small bottom disc is neglected for now, $J=0$ there and hence $\Gamma'=0$.

With $y=a-x$ measured upward from the bottom, the solution is
\begin{equation}
\frac{\Gamma(y)}{\Gamma(a)}=\frac{\cosh\kappa y}{\cosh\kappa a},
\qquad
\frac{\Gamma_{\rm bottom}}{\Gamma_{\rm mouth}}=\frac{1}{\cosh\kappa a}.
\label{eq:linear}
\end{equation}
As $r\to0$ the ratio tends to one. A closed hole without losses fills to a uniform flux, however narrow it is. For $\kappa a\gg1$ the ratio is $2e^{-\kappa a}$. This is the source of the exponential dose.

\subsection{General case: reaction and recombination together}

While the wall is being coated, the flux obeys
\begin{equation}
\Gamma(x,t)=\Gamma_{\rm dir}(x,t)
+\int K(x-x')\bigl[1-r-s(1-\theta(x',t))\bigr]\Gamma(x',t)\,dx' ,
\label{eq:flux}
\end{equation}
where $\Gamma_{\rm dir}$ comes straight from the mouth. Flight times and the few radicals stored in the gas are neglected, so the flux adjusts at once to the present coverage. The integral is over the wall of the hole; exchange with the bottom disc is included later.

This looks like a problem with a moving reaction front. Integration over time removes the motion. Equation (\ref{eq:coverage}) says that
\begin{equation}
\int_0^t s(1-\theta)\Gamma\,dt'=N_0\theta .
\end{equation}
Integrating equation (\ref{eq:flux}) over time and dividing by $N_0$ therefore gives
\begin{equation}
\phi(x)=\phi_{\rm dir}(x)+\int K(x-x')\bigl[(1-r)\phi(x')-\theta(x')\bigr]dx'.
\label{eq:integral}
\end{equation}
By equation (\ref{eq:theta}), $\theta$ is a known function of $\phi$. The final dose profile can thus be found without following the history of the exposure.

Away from the mouth, let $B=(1-r)\phi-\theta$ be the dose re-emitted by the wall. Expansion of the integral gives $\phi\simeq B+B''/3$. Since $\phi-B=r\phi+\theta$, it follows that
\begin{equation}
r\phi+\theta=\frac13B''=\frac13\bigl[\phi''-(r\phi+\theta)''\bigr].
\end{equation}
The last term is small when both loss probabilities are small. The part $r\phi''$ is smaller than $\phi''$ by the factor $r$. For the other part, a reaction front has a width of order $s^{-1/2}$ and a dose of order $1/s$. There $\phi''$ is of order one, while $\theta''$ is of order $s$. To leading order,
\begin{equation}
\phi''=3r\phi+3\theta,\qquad \theta=1-e^{-s\phi}.
\label{eq:dose}
\end{equation}
The two terms on the right are the radicals lost to recombination and those used in reaction. The first grows with the accumulated dose. The second cannot exceed three, since each site is used once.

\subsection{Bounds that do not require a sharp front}

Use $y$ again, with $\phi(0)=\phi_b$ and $\phi'(0)=0$. Equation (\ref{eq:dose}) is $\phi''-\kappa^2\phi=3\theta$, and its solution satisfies
\begin{equation}
\phi(y)=\phi_b\cosh\kappa y+\frac{3}{\kappa}\int_0^y
\sinh[\kappa(y-y')]\,\theta(y')\,dy'.
\label{eq:green}
\end{equation}
To verify this, differentiate the last term. The first derivative is $3\int_0^y\cosh[\kappa(y-y')]\theta(y')\,dy'$, because the hyperbolic sine vanishes at the upper limit. The second derivative is $3\theta(y)$ plus $\kappa^2$ times the original term, as required. Both conditions at $y=0$ also hold.

The first derivative of equation (\ref{eq:green}) is nonnegative, so the dose increases from the bottom toward the mouth. The coverage does the same:
\begin{equation}
\theta_b\le\theta(y)<1.
\end{equation}
The hyperbolic sine in equation (\ref{eq:green}) is nonnegative. Replacing $\theta$ by these two constants therefore bounds the dose from below and above. The required integral is
\begin{equation}
\frac{3}{\kappa}\int_0^a\sinh[\kappa(a-y')]\,dy'
=\frac{3}{\kappa^2}(\cosh\kappa a-1)=\frac{\cosh\kappa a-1}{r}.
\end{equation}
At the mouth this gives
\begin{equation}
\phi_b\cosh\kappa a+\frac{\theta_b}{r}(\cosh\kappa a-1)
\le\phi_0\le
\phi_b\cosh\kappa a+\frac{1}{r}(\cosh\kappa a-1).
\label{eq:bounds}
\end{equation}

Call the upper expression the design dose $\phi_D$. The difference between the bounds is $(1-\theta_b)(\cosh\kappa a-1)/r$, and the lower bound is at least $\theta_b(\cosh\kappa a-1)/r$. Hence
\begin{equation}
\frac{\phi_D-\phi_0}{\phi_0}\le\frac{1-\theta_b}{\theta_b}.
\end{equation}
For 95\% bottom coverage, the design dose exceeds the solution of equation (\ref{eq:dose}) by at most 5.3\% of that solution. This statement compares two results within the diffusion model. It says nothing yet about errors of the model itself.

The time integration was tested by following the coverage step by step, with the flux recalculated at each step. The sets $(a,r,s)$ were $(30,0.002,0.01)$, $(20,0.01,0.03)$ and $(25,0.0001,0.02)$, all with $\theta_b=0.95$. The mouth doses agreed with equation (\ref{eq:dose}) within 0.3\% and lay between the two bounds.

\section{Regimes, a worked hole, and the limit of diffusion}

\subsection{Results carried forward}

The hole has depth-to-diameter ratio $a$. The recombination probability per wall hit is $r$, the bare-site reaction probability is $s$, and $\kappa=\sqrt{3r}$. The normalized dose $\phi$ is the number of incident radicals per area divided by the number $N_0$ consumed at saturation. Its mouth value is $\phi_0$, and its bottom value for coverage $\theta_b$ is $\phi_b=-\ln(1-\theta_b)/s$. In the diffusion model $\phi''=3r\phi+3\theta$, the net flow per cross-section is $4/3$ times the dose gradient, and the design dose is
\begin{equation}
\phi_D=\left(\phi_b+\frac1r\right)\cosh\kappa a-\frac1r .
\label{eq:design}
\end{equation}

\subsection{The quadratic and exponential limits}

For a short hole, $\kappa a\ll1$, use $\cosh\kappa a\simeq1+\kappa^2a^2/2=1+3ra^2/2$. Then
\begin{equation}
\phi_D\simeq\phi_b+\frac32a^2(1+r\phi_b).
\end{equation}
As $r\to0$ at fixed $a$, this becomes
\begin{equation}
\phi_D=\phi_b+\frac32a^2.
\label{eq:quadratic}
\end{equation}
The quadratic term has a direct interpretation. The wall area to be coated grows with $a$, and the resistance of the path to the reaction front also grows with $a$. When $3a^2/2\ll\phi_b$, the slow reaction at the bottom sets the dose instead, and the dependence on aspect ratio is weak. Following the coverage in time for $r=0$, $a=30$, $s=0.05$ and $\theta_b=0.99$ gave a mouth dose within 1.1\% of equation (\ref{eq:quadratic}).

For a deep hole, $\kappa a\gg1$, the hyperbolic cosine approaches $e^{\kappa a}/2$, and
\begin{equation}
\phi_D\simeq\frac12\left(\phi_b+\frac1r\right)e^{\kappa a}.
\label{eq:exponential}
\end{equation}
Each increase of the aspect ratio by $\ln10/\kappa$ then multiplies the dose by ten.

Exponential growth sets in when the hole is several decay lengths deep. The condition is $\kappa a\gg1$, not $r>s$. The ratio of $r$ to $s$ decides which term dominates the prefactor, since $r\phi_b=-(r/s)\ln(1-\theta_b)$. A surface with $r<s$ can still show exponential growth, as the following example does.

Within the diffusion model, the design dose bounds the required mouth dose from above, growing as the square of the aspect ratio without recombination and exponentially when the hole is many decay lengths deep. What remains is to apply it to a worked example, correct for the two ends, and find where direct flight from the mouth ends the exponential law.
